\section*{Redox Free Energy and Reorganisation Energy from Vertical-Gap Statistics}

\section*{The problem}

A redox species dissolved in a liquid is simulated in a periodic cell. Its reduced state R and oxidised state O have the potential energy surfaces $E_R(\mathbf r)$ and $E_O(\mathbf r)$, where $\mathbf r$ denotes all nuclear positions. The vertical gap of the half reaction $\mathrm R\to\mathrm O+e^-$ is
\begin{equation}
X(\mathbf r)=E_O(\mathbf r)-E_R(\mathbf r),
\end{equation}
with both energies taken at the same nuclear positions. The electron is removed to a fixed reference level of zero energy.

The nuclei are classical, and both states have the same nuclei, volume and temperature $T$. Each state is represented by one electronic surface, without a degeneracy factor. Averages over the two equilibrium ensembles are written $\langle\cdots\rangle_R$ and $\langle\cdots\rangle_O$. The mean gaps are $m_R=\langle X\rangle_R$ and $m_O=\langle X\rangle_O$, and $\beta=1/kT$. The oxidation free energy is $\Delta A=A_O-A_R$. Energies are in rydberg (Ry).

\section*{(a) The link between the two ensembles}

\textbf{Question.} Express $\Delta A$ as an average over R alone, and relate the gap densities $P_R(x)$ and $P_O(x)$.

\textbf{Solution.} The momentum integrals of the two partition functions are equal because the masses are equal. They cancel in the ratio, leaving the configuration integrals $Z_s=\int e^{-\beta E_s}d\mathbf r$. Since $E_O=E_R+X$,
\begin{equation}
e^{-\beta\Delta A}=\frac{Z_O}{Z_R}
=\frac{\int e^{-\beta E_R}e^{-\beta X}d\mathbf r}{\int e^{-\beta E_R}d\mathbf r}
=\langle e^{-\beta X}\rangle_R .
\label{zw}
\end{equation}
This is Zwanzig's identity. For the densities, insert a delta function that selects the gap value $x$:
\begin{align}
P_O(x)&=\frac1{Z_O}\int e^{-\beta E_R}e^{-\beta X}\delta(X-x)\,d\mathbf r\nonumber\\
&=\frac{Z_R}{Z_O}e^{-\beta x}\,\frac1{Z_R}\int e^{-\beta E_R}\delta(X-x)\,d\mathbf r
=e^{-\beta(x-\Delta A)}P_R(x).
\label{link}
\end{align}
The delta function allowed $e^{-\beta X}$ to be replaced by $e^{-\beta x}$ and taken out of the integral. No assumption about the shape of either density has been made. Where the densities are non-zero, they are equal at $x=\Delta A$.

The gap of a charged periodic cell depends on the reference chosen for the electrostatic potential. If this adds a constant $b$ to $X$ in every configuration, then $m_R$, $m_O$ and $\Delta A$ all rise by $b$. Differences between them do not change, but an absolute redox level requires $b$ to be fixed by alignment. An error that varies with configuration can also alter the fluctuations and cannot be treated as such a constant.

\section*{(b) Gaussian gaps}

\textbf{Question.} Suppose that $P_R$ is Gaussian with variance $\sigma^2$. Find $P_O$, and express $\Delta A$ through the two mean gaps.

\textbf{Solution.} Put
\begin{equation}
P_R(x)=\frac1{\sqrt{2\pi\sigma^2}}\exp\left[-\frac{(x-m_R)^2}{2\sigma^2}\right]
\end{equation}
into Eq.~\eqref{link}. The terms in the exponent that contain $x$ are
\begin{equation}
-\frac{(x-m_R)^2+2\beta\sigma^2x}{2\sigma^2}.
\end{equation}
Completing the square in the numerator gives
\begin{equation}
(x-m_R)^2+2\beta\sigma^2x
=(x-m_R+\beta\sigma^2)^2+2\beta\sigma^2m_R-\beta^2\sigma^4 .
\end{equation}
Therefore
\begin{equation}
P_O(x)=\frac{e^{\beta\Delta A-\beta m_R+\beta^2\sigma^2/2}}{\sqrt{2\pi\sigma^2}}
\exp\left[-\frac{(x-m_R+\beta\sigma^2)^2}{2\sigma^2}\right].
\end{equation}
The oxidised density is Gaussian with the same variance, and its mean is
\begin{equation}
m_O=m_R-\beta\sigma^2 .
\label{shift}
\end{equation}
Normalisation requires the prefactor exponent to vanish:
\begin{equation}
\Delta A=m_R-\frac{\beta\sigma^2}{2}.
\label{oneside}
\end{equation}
Equation~\eqref{shift} gives $\beta\sigma^2=m_R-m_O$, so
\begin{equation}
\boxed{\Delta A=m_R-\frac{m_R-m_O}{2}=\frac{m_R+m_O}{2}.}
\label{mean}
\end{equation}

Equal variances are a consequence of the Gaussian assumption, not a second assumption. If Gaussian fits to the two densities have clearly different variances, Eq.~\eqref{link} shows that neither density is exactly Gaussian, because a Gaussian form of either one forces the other to be Gaussian with the same variance.

The assumption is demanding. The centre of $P_O$ lies $\beta\sigma$ standard deviations below the centre of $P_R$. The result therefore uses the Gaussian form in the tail of $P_R$ whenever $\beta\sigma\gg1$. A sum of many weak solvent contributions can make the centre of the density nearly Gaussian without securing that tail.

\section*{(c) The reorganisation energy}

\textbf{Question.} How much free energy is released when the nuclei relax after a vertical oxidation or reduction? Relate it to the gap variance.

\textbf{Solution.} Immediately after vertical oxidation, the nuclei retain the distribution $\rho_R=e^{-\beta E_R}/Z_R$, while their energy is $E_O$. The configurational free energy of this non-equilibrium state is
\begin{align}
F&=\int\rho_R E_O\,d\mathbf r+kT\int\rho_R\ln\rho_R\,d\mathbf r\nonumber\\
&=\langle E_O\rangle_R-\langle E_R\rangle_R-kT\ln Z_R
=m_R-kT\ln Z_R .
\end{align}
After relaxation it is $-kT\ln Z_O$. The free energy released is thus $m_R-\Delta A$. The same argument for reduction, whose vertical energy is $-X$, gives $\Delta A-m_O$. For Gaussian gaps, Eqs.~\eqref{shift} and \eqref{mean} make the two equal:
\begin{equation}
\boxed{\lambda=m_R-\Delta A=\Delta A-m_O
=\frac{m_R-m_O}{2}=\frac{\sigma^2}{2kT}.}
\label{lambda}
\end{equation}

The variance also fixes the curvature of the free-energy profile along the gap. With $\sigma^2=2\lambda kT$,
\begin{equation}
-kT\ln\frac{P_R(x)}{P_R(m_R)}
=\frac{kT(x-m_R)^2}{2\sigma^2}=\frac{(x-m_R)^2}{4\lambda}.
\end{equation}
At $x=m_O$ the displacement is $2\lambda$ and the cost is $\lambda$. At $x=\Delta A$ the displacement is $\lambda$ and the cost is $\lambda/4$. This second value is the Marcus barrier at zero driving force: if the electron is held at energy $-\Delta A$, R and O plus electron have equal total free energies, and the two surfaces meet where $X=\Delta A$.

\section*{(d) Free-energy estimates that do not assume a Gaussian}

\textbf{Question.} How costly is a direct use of Zwanzig's identity? Construct a two-sided check and a way to restore overlap.

\textbf{Solution.} For a Gaussian, $\langle e^{-a\beta X}\rangle_R=e^{-a\beta m_R+a^2\beta^2\sigma^2/2}$. Taking $a=2$ and $a=1$,
\begin{equation}
\frac{\langle e^{-2\beta X}\rangle_R}{\langle e^{-\beta X}\rangle_R^2}
=\frac{e^{-2\beta m_R+2\beta^2\sigma^2}}{e^{-2\beta m_R+\beta^2\sigma^2}}
=e^{\beta^2\sigma^2}=e^{2\lambda/kT}.
\label{cost}
\end{equation}
With $N$ independent samples, the relative variance of the estimated exponential average is $(e^{2\lambda/kT}-1)/N$. Direct sampling works when $\lambda$ is small compared with $kT$ and becomes exponentially expensive when it is large.

Bennett's method uses samples from both ends. Let $f(y)=1/(1+e^y)$, so that $f(-y)=e^yf(y)$. Multiply Eq.~\eqref{link} by $f[-\beta(x-\Delta A)]$ and integrate:
\begin{align}
\langle f[-\beta(X-\Delta A)]\rangle_O
&=\int P_R(x)e^{-\beta(x-\Delta A)}f[-\beta(x-\Delta A)]\,dx\nonumber\\
&=\int P_R(x)f[\beta(x-\Delta A)]\,dx
=\langle f[\beta(X-\Delta A)]\rangle_R .
\end{align}
For equal sample numbers, the estimate is the value $C$ that solves
\begin{equation}
\langle f[\beta(X-C)]\rangle_R=\langle f[-\beta(X-C)]\rangle_O .
\label{bar}
\end{equation}
The left side rises with $C$ and the right side falls, so the solution is unique.

This condition also needs overlap between the sampled gaps. Introduce intermediate ensembles with energies
\begin{equation}
E_\eta=E_R+\eta X,\qquad 0\le\eta\le1 .
\end{equation}
Neighbouring ensembles differ in energy by $\Delta\eta\,X$. In Eq.~\eqref{zw} or \eqref{bar}, replace $X$ by $\Delta\eta\,X$, and take the averages over the lower and upper ensembles of the pair in place of R and O. This gives the free-energy step between them, and the steps add to $\Delta A$. In the Gaussian case, the exponent in Eq.~\eqref{cost} becomes $(\Delta\eta)^2\beta^2\sigma^2$.

\section*{(e) A harmonic solvent ring}

\textbf{Question.} Six dimensionless solvent coordinates form a periodic ring, with
\begin{equation}
E_R=\sum_{i=0}^{5}\left[\frac k2q_i^2+\frac j2(q_i-q_{i+1})^2\right],
\qquad X=g_0+\sum_{i=0}^{5}c_iq_i,
\end{equation}
and $q_6=q_0$. Take $k=0.020$, $j=0.010$, $g_0=0.400$ and $c=(0.030,0.018,0.010,0.008,0.010,0.018)$, all in Ry, at 300 K, where $kT=0.001900$ Ry. Find $\lambda$ and $\Delta A$, and compare the sampling methods.

\textbf{Solution.} Write $E_R=\frac12q^{\mathsf T}Kq$. The R ensemble is Gaussian with $\langle q\rangle_R=0$ and $\langle qq^{\mathsf T}\rangle_R=kT\,K^{-1}$. A linear function of $q$ is then Gaussian, with
\begin{equation}
m_R=g_0,\qquad \sigma^2=kT\,c^{\mathsf T}K^{-1}c,\qquad
\lambda=\frac12c^{\mathsf T}K^{-1}c .
\end{equation}
This $\lambda$ is also the static relaxation energy: the minimum of $E_R+X$ is at $q=-K^{-1}c$, where the energy is $g_0-\frac12c^{\mathsf T}K^{-1}c$, compared with $g_0$ at $q=0$.

The ring is diagonal in Fourier modes $n=0,\ldots,5$. Its stiffnesses are $K_n=k+2j[1-\cos(\pi n/3)]$, and the couplings are $\tilde c_n=\sum_lc_l\cos(\pi nl/3)$. For $n=0,1,2,3$,
\begin{align}
K_n&=0.020,\;0.030,\;0.050,\;0.060\ \mathrm{Ry},\\
\tilde c_n&=0.094,\;0.030,\;0.010,\;0.006\ \mathrm{Ry}.
\end{align}
Modes 5 and 4 repeat modes 1 and 2. Hence
\begin{align}
\lambda&=\frac1{12}\left[\frac{0.094^2}{0.020}
+\frac{2(0.030)^2}{0.030}+\frac{2(0.010)^2}{0.050}
+\frac{0.006^2}{0.060}\right]\nonumber\\
&=\frac{0.4418+0.0600+0.0040+0.0006}{12}
=0.0422\ \mathrm{Ry}=0.574\ \mathrm{eV}.
\end{align}
The uniform mode supplies most of the reorganisation. The other averages follow:
\begin{align}
m_O&=0.4000-2(0.0422)=0.3156\ \mathrm{Ry},\\
\Delta A&=\frac{0.4000+0.3156}{2}=0.3578\ \mathrm{Ry}=4.868\ \mathrm{eV},\\
\sigma&=\sqrt{2(0.001900)(0.0422)}=0.01266\ \mathrm{Ry}.
\end{align}
The cost of reaching the density crossing is $0.0422/4=0.01055$ Ry.

For a sampled comparison, 8000 independent Metropolis walkers were run in each of the five ensembles $\eta=0,\frac14,\frac12,\frac34,1$. Each started at $q=0$ and made 250 sweeps of single-coordinate trial moves; its final gap was kept. The results were:
\begin{itemize}
\item mean of the two end gaps: $0.35789\pm0.00010$ Ry;
\item windowed Bennett estimate: $0.35790\pm0.00006$ Ry;
\item windowed Zwanzig estimate: $0.35782$ Ry;
\item direct Zwanzig estimate from R: $0.3712$ Ry.
\end{itemize}
The uncertainties are one standard error; Bennett's comes from ten blocks of walkers. The sampled R variance gives $\lambda=0.0418$ Ry, 0.9\% below the analytic value. The expected relative standard error of a Gaussian variance is $\sqrt{2/8000}=1.6\%$.

In this run the direct estimate is too high by $7.1\,kT$. The size of the error changes from run to run, because the average is dominated by the few lowest gaps that happen to be sampled. The ratio in Eq.~\eqref{cost} is $e^{44.4}$, so a relative standard error of one in the exponential average would require about $2\times10^{19}$ independent samples. The integrand $P_R(x)e^{-\beta x}$ is centred at $m_O$, which is $0.0844/0.01266=6.7$ standard deviations below $m_R$. The R run has almost no chance of visiting that region. With four steps, the exponent per step falls to $44.4/16=2.8$, and 8000 samples suffice for a useful estimate.

\section*{(f) Corrections for non-Gaussian gaps}

\textbf{Question.} What replaces the two boxed results when the gaps are not Gaussian?

\textbf{Solution.} Let $Z(\eta)=\int e^{-\beta(E_R+\eta X)}d\mathbf r$ and $A(\eta)=-kT\ln Z(\eta)$, dropping the common momentum part. The cumulant generating function in ensemble $\eta$ is
\begin{equation}
\ln\langle e^{sX}\rangle_\eta=\ln Z(\eta-s/\beta)-\ln Z(\eta).
\end{equation}
Each derivative with respect to $s$ brings a factor $-1/\beta$. The mean $\kappa_1$, variance $\kappa_2$ and third cumulant $\kappa_3$ therefore satisfy
\begin{equation}
A'=\kappa_1,\qquad A''=-\beta\kappa_2,\qquad A'''=\beta^2\kappa_3 .
\end{equation}
Here $A'(0)=m_R$, $A'(1)=m_O$ and $\int_0^1A'd\eta=\Delta A$. Integrating by parts twice,
\begin{align}
\int_0^1\eta(1-\eta)A'''d\eta
&=-\int_0^1(1-2\eta)A''d\eta\nonumber\\
&=-\left[(1-2\eta)A'\right]_0^1-2\int_0^1A'd\eta
=m_R+m_O-2\Delta A .
\end{align}
The first boundary term vanished because $\eta(1-\eta)$ is zero at both ends. Thus
\begin{equation}
\Delta A=\frac{m_R+m_O}{2}
-\frac{\beta^2}{2}\int_0^1\eta(1-\eta)\kappa_3(\eta)\,d\eta .
\label{correction}
\end{equation}
Integrating $A''$ directly gives
\begin{equation}
\frac{m_R-m_O}{2}=\frac\beta2\int_0^1\kappa_2(\eta)\,d\eta .
\end{equation}
Half the gap difference thus measures the variance averaged along the path, not the variance of either end state. Integrating $(1-\eta)A''$ and $\eta A''$ by parts separates the two relaxation free energies:
\begin{equation}
m_R-\Delta A=\beta\int_0^1(1-\eta)\kappa_2\,d\eta,
\qquad
\Delta A-m_O=\beta\int_0^1\eta\kappa_2\,d\eta .
\end{equation}
Because a variance cannot be negative, $m_O\le\Delta A\le m_R$ even without Gaussian statistics. If $\kappa_2$ is constant, $\kappa_3=0$ and the Gaussian results return.

\section*{(g) A solvent that stiffens}

\textbf{Question.} Add $a\sum_iq_i^4$ to $E_R$, with $a=0.004$ Ry. Do the Gaussian rules survive?

\textbf{Solution.} The configuration integrals were evaluated on a grid of 96 points per coordinate, using transfer matrices around the ring. They give
\begin{align}
m_R&=0.4000\ \mathrm{Ry},&m_O&=0.3404\ \mathrm{Ry},\\
\frac{\sigma_R^2}{2kT}&=0.0379\ \mathrm{Ry},&
\frac{\sigma_O^2}{2kT}&=0.0208\ \mathrm{Ry}.
\end{align}
The unequal variances rule out a Gaussian description. The quartic term adds $12aq_i^2$ to the diagonal of $K$, and this grows as the oxidised state displaces the coordinates. With the Hessian $H$ taken at the minimum of $E_R+X$, $\frac12c^{\mathsf T}H^{-1}c=0.0204$ Ry, close to the O value above, so the stiffening accounts for the smaller variance there.

The mean of the two gaps is $0.3702$ Ry, whereas the free energy from the configuration integrals is $0.3670$ Ry, or $4.993$ eV. The difference, $-0.0032$ Ry or about $-1.7\,kT$, equals the third-cumulant term in Eq.~\eqref{correction}. The relaxation free energies also separate: $0.0330$ Ry after oxidation and $0.0266$ Ry after reduction. Their mean is the half difference of the gaps, $0.0298$ Ry.

The R ensemble alone hides part of the problem. Its energy is unchanged by $q\to-q$, while $X-g_0$ changes sign, so its third cumulant is zero. Yet Eq.~\eqref{oneside} would give $0.4000-0.0379=0.3621$ Ry, which is $0.0049$ Ry below the correct free energy.

The same walker procedure gives $0.37015\pm0.00008$ Ry for the mean of the two gaps and $0.36701\pm0.00006$ Ry for windowed Bennett. Their separation is far larger than either standard error: more sampling would sharpen the two-gap average around the wrong free energy. The direct Zwanzig result is $0.3691$ Ry, only $1.1\,kT$ too high. This single run does not establish that the direct estimate is reliable here, since its run-to-run spread was not measured.

For a real liquid, the two end-state variances and half the gap difference provide a first consistency test. Disagreement beyond sampling error shows that the gaps are not Gaussian, although the two-gap average can still be correct if the integral in Eq.~\eqref{correction} vanishes by symmetry. Agreement at the ends does not determine $\kappa_3$ between them, so it does not guarantee that average. Intermediate ensembles with Bennett's condition estimate $\Delta A$ without assuming Gaussian gaps. Neither procedure removes errors in the energy surfaces or the dependence of the gap on cell size.
